\section*{Band filling and the oxygen chemical potential of lanthanum strontium cobaltite}

\section*{The problem}

The perovskite La$_{1-x}$Sr$_x$CoO$_{3-\delta}$ exchanges oxygen with a gas. Each oxygen atom that leaves creates a vacancy and gives two electrons to the solid. How does the chemical potential of the remaining oxygen depend on $\delta$, and how much of that dependence comes from the electrons?

The model is as follows.
\begin{itemize}
\item Vacancies are doubly ionized and sit at random on the three oxygen sites of each formula unit (f.u.).
\item Electrons occupy a rigid band: neither its shape nor its position changes with $\delta$ or $x$. Its state density $g$, counting both spins, is constant per eV and f.u. between edges at $-D$ and $+D$.
\item The zero of band energy is the Fermi level at $x=\delta=0$ in the limit $T\to0$.
\item Removing one oxygen atom to form half an O$_2$ molecule at $p^\circ=1$ bar, with its two electrons placed at this zero, costs $h-Ts$. The configurational entropy is not included in $s$, and $h$ and $s$ are constants.
\end{itemize}

All energies are per atom, and $\mu_{\rm O}$ is measured from half the chemical potential of O$_2$ at $p^\circ$. For an ideal gas, equilibrium therefore means
\begin{equation}
\mu_{\rm O}=\tfrac12 kT\ln(p/p^\circ). \label{gas}
\end{equation}

The example uses round, rough values for a cobaltite electrode: $x=0.4$, $T=1073$ K ($kT=0.09246$ eV), $g=1.5$ eV$^{-1}$ per f.u., $h=1.6$ eV, $s=0.8$ meV/K, $D=1.5$ eV and a cubic cell edge of 0.385 nm. They are not fitted to measurements.

\section*{(a) Where is the Fermi level?}

\textit{Find the Fermi level $\mu$ as a function of $\delta$ and $x$, including its dependence on temperature.}

\textbf{Solution.} Replacing La$^{3+}$ by Sr$^{2+}$ removes one electron from the band, and a vacancy adds two. Neutrality fixes the number of electrons beyond the reference:
\begin{equation}
n=2\delta-x .
\end{equation}
The reference filling is $gD$, the number of states between $-D$ and zero. The total filling $N=gD+n$ must equal
\begin{align}
N&=g\int_{-D}^{D}\frac{d\varepsilon}{1+e^{(\varepsilon-\mu)/kT}}
=-gkT\Big[\ln\big(1+e^{(\mu-\varepsilon)/kT}\big)\Big]_{-D}^{D}\nonumber\\
&=gkT\left[\ln\big(1+e^{(\mu+D)/kT}\big)-\ln\big(1+e^{(\mu-D)/kT}\big)\right]. \label{N}
\end{align}
If both edges are many $kT$ away, the first logarithm is $(\mu+D)/kT+e^{-(\mu+D)/kT}$ and the second is $e^{-(D-\mu)/kT}$, to leading order in the small exponentials. Subtracting $gD$ and dividing by $g$ gives
\begin{equation}
\mu=\frac{n}{g}-kT\left[e^{-(D+\mu)/kT}-e^{-(D-\mu)/kT}\right]\simeq\frac{2\delta-x}{g}. \label{mu}
\end{equation}
No power of $T$ appears: the thermal tails above and below $\mu$ contain equal numbers of states, so they balance. With the example's filling in air, found in part (d), the level moves by $-5\times10^{-8}$ eV between 300 K and 1073 K.

The electronic entropy then drops out of the problem. From $dF_{\rm el}=-S_{\rm el}\,dT+\mu\,dn$, equality of the mixed derivatives gives $(\partial S_{\rm el}/\partial n)_T=-(\partial\mu/\partial T)_n\simeq0$. The electrons do have entropy, but adding an electron does not change it.

\section*{(b) What is the oxygen chemical potential?}

\textit{Construct the free energy and derive $\mu_{\rm O}(\delta)$. Identify the electronic contribution.}

\textbf{Solution.} Let $G(\delta)$ be the free energy per f.u. of the solid together with the oxygen it has released, the latter held at $p^\circ$. Up to a term independent of $\delta$,
\begin{equation}
G=\delta(h-Ts)+F_{\rm el}(n)-TS_{\rm conf}(\delta).
\end{equation}
Increasing $\delta$ removes oxygen from the solid and adds it to the reference gas. Since $\mu_{\rm O}$ is measured from that gas, $\mu_{\rm O}=-\partial G/\partial\delta$.

\textit{Electrons.} Integrating $\partial F_{\rm el}/\partial n=\mu=n/g$ at fixed $T$ gives $F_{\rm el}=F_0(T)+n^2/(2g)$. Because $\partial n/\partial\delta=2$,
\begin{equation}
-\frac{\partial F_{\rm el}}{\partial\delta}=-2\mu=-\frac{2(2\delta-x)}{g}=\frac{2x}{g}-\frac{4\delta}{g}. \label{band}
\end{equation}
One factor of two counts the electrons released per vacancy. The other arises because each vacancy already present has raised the Fermi level by two electrons' worth of filling.

\textit{Configurations.} For $M$ formula units there are $W=(3M)!/[(M\delta)!\,(3M-M\delta)!]$ arrangements. Stirling's formula $\ln m!\simeq m\ln m-m$ gives, as the terms in $\ln M$ and the linear terms cancel,
\begin{equation}
S_{\rm conf}=\frac{k\ln W}{M}=k\left[3\ln3-\delta\ln\delta-(3-\delta)\ln(3-\delta)\right].
\end{equation}
Its derivative is $k[-\ln\delta-1+\ln(3-\delta)+1]$, so
\begin{equation}
T\frac{\partial S_{\rm conf}}{\partial\delta}=-kT\ln\frac{\delta}{3-\delta}.
\end{equation}
Adding the three contributions,
\begin{equation}
\boxed{\;\mu_{\rm O}=-(h-Ts)+\frac{2x}{g}-\frac{4\delta}{g}-kT\ln\frac{\delta}{3-\delta}\;} \label{main}
\end{equation}

Within this model the band adds a term that falls linearly with $\delta$, beside the configurational one. It also adds a positive constant set by the strontium content. Strontium empties states at the top of the filled band, so the electrons left by departing oxygen find lower levels. The oxygen is then less strongly bound and $\mu_{\rm O}$ is higher. As vacancies accumulate they refill those states, and further removal becomes harder.

A linear term in $\delta$ does not by itself prove band filling. A mean-field vacancy repulsion $\tfrac12 b\delta^2$ in $G$ would give $-b\delta$. The band picture makes a further statement: at fixed $h$ and $s$, the slopes of $\mu_{\rm O}$ in $x$ and in $\delta$ are $2/g$ and $-4/g$, apart from the configurational term, so their ratio is $-1/2$.

\section*{(c) Enthalpy, entropy and the isotherm}

\textit{Separate $\mu_{\rm O}$ into partial enthalpy and entropy. Find how $\delta$ responds to pressure, with its two limits.}

\textbf{Solution.} At fixed composition the partial entropy is
\begin{equation}
s_{\rm O}=-\left(\frac{\partial\mu_{\rm O}}{\partial T}\right)_{\delta}=-s+k\ln\frac{\delta}{3-\delta},
\end{equation}
and the partial enthalpy is
\begin{equation}
h_{\rm O}=\mu_{\rm O}+Ts_{\rm O}=-h+\frac{2x}{g}-\frac{4\delta}{g}. \label{hO}
\end{equation}
Both are relative to the reference gas. The filling term lies wholly in the enthalpy, as part (a) requires.

For the isotherm, define $A=-\partial(\mu_{\rm O}/kT)/\partial\ln\delta$. The logarithm in (\ref{main}) contributes
\[
\delta\,\frac{d}{d\delta}\left[\ln\delta-\ln(3-\delta)\right]=1+\frac{\delta}{3-\delta}=\frac{3}{3-\delta},
\]
and the linear term contributes $4\delta/(gkT)$. Hence
\begin{equation}
A=\frac{3}{3-\delta}+\frac{4\delta}{gkT}. \label{A}
\end{equation}
Differentiating (\ref{gas}) along equilibrium gives $-A\,d\ln\delta=\tfrac12\,d\ln p$, or
\begin{equation}
\frac{d\ln\delta}{d\ln p}=-\frac{1}{2A}. \label{exponent}
\end{equation}

If $\delta\ll gkT/4$ and $\delta\ll3$, then $A\to1$ and $\delta\propto p^{-1/2}$. This is the mass-action law for vacancies whose electrons enter a reservoir at fixed Fermi level. If $\delta\gg gkT/4$ while $\delta$ is still well below 3, the filling term dominates the slope. Then $-(4/g)\,d\delta\simeq\tfrac12kT\,d\ln p$, which integrates to
\begin{equation}
\delta\simeq{\rm const}-\frac{gkT}{8}\ln p .
\end{equation}
The nonstoichiometry now follows the logarithm of pressure. The crossover value $gkT/4$ is 0.035 in the example.

Both terms of $A$ are positive, so $\mu_{\rm O}$ falls steadily with $\delta$ and the model has no separation into oxygen-rich and oxygen-poor phases. Equation (\ref{A}) holds only while the Fermi level stays many $kT$ below the upper edge. The band is full at $\delta=(gD+x)/2\approx1.3$ in the example, and near that value the electronic term grows beyond $4\delta/(gkT)$.

\section*{(d) Numbers for an electrode in air}

\textit{Find $\delta$ at several oxygen pressures. Compare it with the result when the Fermi level is frozen at its $\delta=0$ position.}

\textbf{Solution.} The constants are $h-Ts=0.742$ eV, $2x/g=0.533$ eV and $4/g=2.67$ eV, or 257 kJ/mol. Equating (\ref{main}) and (\ref{gas}) and solving numerically by bracketing the root gives the middle column below. In the last column the term $-4\delta/g$ is omitted while $x$, $g$, $h$, $s$ and $T$ are unchanged.

\begin{center}
\begin{tabular}{ccc}
$p$ (bar) & $\delta$ & $\delta$, frozen level\\
1 & 0.058 & 0.29\\
0.21 & 0.076 & 0.56\\
$10^{-2}$ & 0.114 & 1.5\\
$10^{-4}$ & 0.178 & 2.7
\end{tabular}
\end{center}

For air, $p=0.21$ bar and $\delta=0.0757$. The filling is $n=2(0.0757)-0.4=-0.249$, which puts the Fermi level at $-0.249/1.5=-0.166$ eV. The four terms of (\ref{main}), in order, give
\[
-0.7416+0.5333-0.2018+0.3379=-0.072\ {\rm eV},
\]
equal to $\tfrac12kT\ln0.21$. The partial enthalpy is $-1.6+0.533-0.202=-1.27$ eV, or $-122$ kJ/mol.

The frozen case can be solved by hand. Its equilibrium condition is
\[
\ln\frac{\delta}{3-\delta}=\frac{-0.7416+0.5333+0.0722}{0.09246}=-1.47,
\]
so $\delta/(3-\delta)=0.230$ and $\delta=0.56$. The filling term thus lowers $\delta$ in air by a factor of about seven. The frozen values at low pressure would remove half or more of all oxygen, far outside the use of a perovskite model with random vacancies. They show what the filling term prevents, and are not predictions.

In air the factor $A$ is $1.03+2.18=3.21$. The pressure exponent is then $-1/(2\times3.21)=-0.156$, compared with $-1/2$ in the dilute limit. Band filling supplies about two thirds of $A$, so air lies beyond the crossover but not deep in the logarithmic regime.

\section*{(e) When the state density is not constant around the Fermi level}

\textit{Treat first a lower band edge close to the Fermi level, then a density $g(1+a\varepsilon)$ with distant edges.}

\textbf{Solution.} \textit{Nearby edge.} Let the lower edge lie at $-D_1$ and the upper edge remain far away. The second logarithm in (\ref{N}) is negligible, so $e^{N/(gkT)}=1+e^{(\mu+D_1)/kT}$ and
\begin{equation}
\mu=-D_1+kT\ln\left[e^{N/(gkT)}-1\right],\qquad N=gD_1+n .
\end{equation}
The filling term in $\mu_{\rm O}$ is $-2\mu$, and $dN=2\,d\delta$, so the magnitude of its slope is
\begin{equation}
4\frac{d\mu}{dN}=\frac{4}{g}\,\frac{1}{1-e^{-N/(gkT)}} .
\end{equation}
For $N\gg gkT$ this is $4/g$. For $N\ll gkT$ it becomes $4kT/N$, the result for a dilute classical electron gas, and the term is no longer linear in $\delta$. With $D_1=0.3$ eV and the filling in air, $N=0.45-0.249=0.201$ and $N/(gkT)=1.45$. The slope is $2.67/(1-0.234)=3.48$ eV, 31\% above $4/g$. The level now depends on temperature, and the partial entropy gains $2(\partial\mu/\partial T)_N\approx-1.4\,k$.

\textit{Sloping density.} The number of states between zero and $\varepsilon$ is $g(\varepsilon+a\varepsilon^2/2)$. Integrating the filling by parts averages this function over the weight $-\partial f/\partial\varepsilon$, where $f$ is the Fermi function. The weight has mean $\mu$ and variance $\pi^2k^2T^2/3$. With edges far away,
\begin{equation}
\frac{n}{g}=\mu+\frac{a\mu^2}{2}+\frac{a\pi^2k^2T^2}{6}. \label{skew}
\end{equation}
At fixed $T$, $dn/d\mu=g(1+a\mu)$, so the slope is $4/[g(1+a\mu)]$: the local density replaces $g$. For $a=0.5$ eV$^{-1}$ and $n=-0.249$, the root of (\ref{skew}) is $\mu=-0.181$ eV and the slope is $2.67/0.91=2.93$ eV, 10\% above the constant-density value.

The filling term also acquires entropy. Differentiating (\ref{skew}) with $T$ at fixed $n$ gives
\[
\left(\frac{\partial\mu}{\partial T}\right)_n=-\frac{a\pi^2k^2T}{3(1+a\mu)} .
\]
Since $\mu_{\rm O}$ contains $-2\mu$, its partial entropy gains $2(\partial\mu/\partial T)_n$, which is about $-0.33\,k$ here. The separation found in part (c) is then only approximate. What matters is the density averaged over several $kT$ around the Fermi level: a steady slope survives this average, while regular structure much finer than $kT$ is smoothed out.

\section*{(f) Does screening add to band filling, or replace it?}

\textit{Vacancies are positive charges that the electrons screen. Find the vacancy interaction and decide how it is related to the term $-4\delta/g$.}

\textbf{Solution.} Let $V$ be the volume per f.u. and $\nu(\mathbf r)$ the density of added electrons. Let $\sigma(\mathbf r)$ be the fixed charge density in units of $e$: $+2$ at each vacancy, with the strontium charge spread uniformly as $-x/V$. With $c=e^2/(\epsilon_0\epsilon_r)$ and a local band energy, the energy is
\begin{equation}
E=\int\frac{V\nu^2}{2g}\,d\mathbf r+\frac12\int(\sigma-\nu)\phi\,d\mathbf r,\qquad -\nabla^2\phi=c(\sigma-\nu).
\end{equation}
Minimizing over $\nu$ at fixed total charge gives $V\nu/g=\phi+\lambda\equiv\psi$, with $\lambda$ a Lagrange multiplier. Inserting $\nu=g\psi/V$ in Poisson's equation,
\begin{equation}
(-\nabla^2+\kappa^2)\psi=c\,\sigma,\qquad \kappa^2=\frac{cg}{V}.
\end{equation}
Neutrality, $\int(\sigma-\nu)\,d\mathbf r=0$, allows $\phi$ to be replaced by $\psi$ in $E$. The terms in $\nu\psi$ cancel and leave $E=\tfrac12\int\sigma\psi\,d\mathbf r$. The solution for a unit point charge is $c\,e^{-\kappa r}/(4\pi r)$, so two vacancies interact with energy
\begin{equation}
u(r)=\frac{4c\,e^{-\kappa r}}{4\pi r}.
\end{equation}
A uniform vacancy density $\delta/V$ then raises the energy of one vacancy by
\begin{equation}
\frac{\delta}{V}\int u\,d\mathbf r=\frac{4c\,\delta}{V}\int_0^\infty r e^{-\kappa r}dr=\frac{4c\,\delta}{V\kappa^2}=\frac{4\delta}{g}.
\end{equation}
The permittivity has cancelled. The average screened repulsion is the band-filling term itself, written in another way, and adding both would count it twice.

Real vacancies occupy separate sites. The interaction of a vacancy with its own screening cloud does not depend on $\delta$ and belongs in $h$. For random occupation $\theta=\delta/3$ of the other sites $j$, the slope is $\tfrac13\sum_{j\neq0}u_j$. Vacancies also avoid each other. With activity $z$ and $B=\sum_{j\ne0}(1-e^{-u_j/kT})$, the grand partition function per site is, to second order,
\[
\frac{\ln\Xi}{N_s}=z-\tfrac12z^2(1+B),\qquad
\theta=z-z^2(1+B),
\]
where $N_s$ is the number of sites and $\theta$ follows from $z\,\partial/\partial z$. Inverting, $\ln z=\ln\theta+\theta(1+B)$. Ideal site exclusion, $\ln[\theta/(1-\theta)]$, accounts for $\ln\theta+\theta$. The excess $kT\theta B$ gives
\begin{equation}
\text{slope}=\frac{kT}{3}\sum_{j\neq0}\left(1-e^{-u_j/kT}\right)
\quad\text{to first order in }\delta.
\end{equation}

With a rough background permittivity $\epsilon_r=10$, the screening length $1/\kappa$ is 0.145 nm, shorter than the nearest oxygen spacing of 0.272 nm. A nearest pair costs 0.32 eV, or $3.5\,kT$. Direct summation over the oxygen sites gives a slope of 1.67 eV for random vacancies and 0.88 eV for avoiding ones, against $4/g=2.67$ eV. Raising $\epsilon_r$ to 1000 makes the screening length ten times longer and the interaction weak. The slope with avoidance is then 2.63 eV, within 2\% of the rigid-band value. Uniform band filling thus describes the limit in which screening clouds overlap many sites and the pair energy is small compared with $kT$.

For the real cobaltite, $x=0.4$ near 800 $^\circ$C in air is a regime of use as an oxygen electrode, but the $\delta$ found here follows from the rough input values and does not test the model. One assumption in serious doubt is the uniform filling of the band. Replacing 2.67 by 0.88 eV at the same $h$ and $s$ doubles $\delta$ in air from 0.076 to 0.15. This is not a better prediction. The slope 0.88 eV is the dilute limit: $\theta B$ is about 0.7 at $\delta=0.076$ and 1.5 at $\delta=0.15$, and for this strong, short-ranged repulsion the higher orders raise the local slope to about 1.1 eV and lower $\delta$ in air to about 0.14. The strontium charge has also been kept uniform. Placed at random on its own sites, it contributes $0.98x$ eV instead of $2x/g=1.33x$ eV, which brings $\delta$ back to about 0.07 before vacancy--strontium association is counted, and the ratio of slopes in part (b) is then no longer $-1/2$. The robust change is in the slope, not in $\delta$ itself. Finally, linear screening of point charges is doubtful over a length as short as an ionic radius. A state density obtained by fitting $4/g$ to oxygen data is therefore an effective parameter. A true slope of 0.88 to 1.1 eV would make the fit return $g=4.5$ to $3.6$ eV$^{-1}$ per f.u., two to three times the density put into the model. Vacancy ordering, changes of cobalt spin state and decomposition at low oxygen pressure are also left out, and their effects are not estimated here.

Numbers in the example were calculated in double precision.
